\section*{Scalar products of tensor operators between coupled states}

\section{What the formula decides}

A calculation for two interacting open shells must settle at the start whether its matrix is set up in products of one-particle states or in states of definite total angular momentum. For two electrons in the $n=2$ shell with even parity, there are ten orbital products. In coupled states the same problem consists of two single numbers and one $2\times2$ matrix. The coupled basis pays off if its matrix elements can be written down without summing over magnetic quantum numbers. The theorem below does this for every interaction of the form $\mathbf T^k\cdot\mathbf U^k$.

\section{Assumptions and statement}

Subsystems 1 and 2 have angular momenta $\mathbf j_1$ and $\mathbf j_2$, and $\mathbf J=\mathbf j_1+\mathbf j_2$, in units of $\hbar$. The operators $T_q$ act on subsystem 1 alone and $U_q$ on subsystem 2 alone, and they commute. Both are tensors of the same integer rank $k$, with $q=-k,\dots,k$:
\begin{equation}
[j_{1z},T_q]=qT_q,\qquad [j_{1\pm},T_q]=c_\pm(q)\,T_{q\pm1},\qquad c_\pm(q)=\sqrt{k(k+1)-q(q\pm1)},
\label{eq:tensor}
\end{equation}
and likewise for $U_q$ with $\mathbf j_2$. Their scalar product is
\begin{equation}
\mathbf T\cdot\mathbf U=\sum_q(-1)^q\,T_q\,U_{-q}.
\label{eq:dot}
\end{equation}

Three standard facts are presupposed. With Condon--Shortley phases and coupling order $(j_1j_2)J$, the real coupling coefficients are
\begin{equation}
\langle j_1m_1j_2m_2|JM\rangle=(-1)^{j_1-j_2+M}\sqrt{2J+1}
\begin{pmatrix}j_1&j_2&J\\m_1&m_2&-M\end{pmatrix}.
\label{eq:cg}
\end{equation}
A 3j symbol is unchanged by a cyclic permutation of its columns. It acquires the factor $(-1)^{a+b+c}$, where $a,b,c$ is its upper row, when two columns are exchanged or when all projections are reversed. Finally, the Wigner--Eckart theorem defines the reduced element:
\begin{equation}
\langle jm|T_q|j'm'\rangle=(-1)^{j-m}
\begin{pmatrix}j&k&j'\\-m&q&m'\end{pmatrix}\langle j\|T\|j'\rangle .
\label{eq:we}
\end{equation}

The 6j symbol is defined as the contraction of four 3j symbols over all projections:
\begin{align}
\begin{Bmatrix}a&b&c\\d&e&f\end{Bmatrix}
=\sum_{\text{all }m}(-1)^{S}
&\begin{pmatrix}a&b&c\\-m_a&-m_b&-m_c\end{pmatrix}
\begin{pmatrix}a&e&f\\m_a&-m_e&m_f\end{pmatrix}\nonumber\\
\times&\begin{pmatrix}d&b&f\\m_d&m_b&-m_f\end{pmatrix}
\begin{pmatrix}d&e&c\\-m_d&m_e&m_c\end{pmatrix},
\label{eq:sixj}
\end{align}
where $S$ is the sum of $j_i-m_i$ over the six angular momenta.

\paragraph{Theorem.} Under these assumptions,
\begin{align}
&\langle(j_1j_2)JM|\mathbf T\cdot\mathbf U|(j_1'j_2')J'M'\rangle\nonumber\\
&\quad=\delta_{JJ'}\delta_{MM'}(-1)^{j_1'+j_2+J}
\begin{Bmatrix}J&j_2&j_1\\k&j_1'&j_2'\end{Bmatrix}
\langle j_1\|T\|j_1'\rangle\langle j_2\|U\|j_2'\rangle .
\label{eq:main}
\end{align}
Further quantum numbers of each subsystem are carried along inside the reduced elements.

\section{Two lemmas}

\paragraph{Lemma 1.} The operator $\mathbf T\cdot\mathbf U$ commutes with $\mathbf J$.

\paragraph{Proof.} In $[J_z,T_qU_{-q}]$ the contributions $q$ and $-q$ cancel. For the ladder operators, (\ref{eq:tensor}) gives
\begin{equation}
[J_\pm,\mathbf T\cdot\mathbf U]=\sum_q(-1)^q\left\{c_\pm(q)\,T_{q\pm1}U_{-q}+c_\pm(-q)\,T_qU_{-q\pm1}\right\}.
\end{equation}
Replace $q$ by $q\mp1$ in the first term. Its sign $(-1)^q$ is reversed, and it becomes $-(-1)^qc_\pm(q\mp1)\,T_qU_{-q\pm1}$. Both coefficients are now equal:
\begin{equation}
c_\pm(q\mp1)=\sqrt{k(k+1)-(q\mp1)q}=c_\pm(-q).
\end{equation}
The shift leaves no end terms, because $c_\pm(\pm k)=0$. The sum therefore vanishes. $\square$

\paragraph{Lemma 2.} The matrix element in (\ref{eq:main}) vanishes unless $J=J'$ and $M=M'$, and it does not depend on $M$.

\paragraph{Proof.} Since $\mathbf T\cdot\mathbf U$ commutes with $\mathbf J^2$ and $J_z$, it cannot connect different eigenvalues of either. Let $E_M$ be the element with $J=J'$, $M=M'$, and let $a=\sqrt{J(J+1)-M(M+1)}$ with $M<J$. From $J_+|JM\rangle=a|J,M+1\rangle$, which holds for bra and ket families alike,
\begin{equation}
aE_{M+1}=\langle J,M+1|(\mathbf T\cdot\mathbf U)J_+|JM\rangle
=\langle J,M+1|J_+(\mathbf T\cdot\mathbf U)|JM\rangle=aE_M .
\end{equation}
The last step uses $J_-|J,M+1\rangle=a|JM\rangle$ in the bra. As $a\neq0$, $E_{M+1}=E_M$. $\square$

\section{Proof of the theorem}

By Lemma 2 the common value $E$ equals its average, $E=(2J+1)^{-1}\sum_ME_M$. This average supplies the sum over $M$ that a 6j symbol requires.

Expand both coupled states with (\ref{eq:cg}). The two square roots give $2J+1$, which cancels the denominator of the average. Then apply (\ref{eq:we}) to $T_q$ and to $U_{-q}$. The result is
\begin{align}
E={}&\langle j_1\|T\|j_1'\rangle\langle j_2\|U\|j_2'\rangle
\sum(-1)^P
\begin{pmatrix}j_1&j_2&J\\m_1&m_2&-M\end{pmatrix}
\begin{pmatrix}j_1'&j_2'&J\\m_1'&m_2'&-M\end{pmatrix}\nonumber\\
&\times\begin{pmatrix}j_1&k&j_1'\\-m_1&q&m_1'\end{pmatrix}
\begin{pmatrix}j_2&k&j_2'\\-m_2&-q&m_2'\end{pmatrix},
\label{eq:four}
\end{align}
summed over $M,m_1,m_2,m_1',m_2',q$. The exponent collects the two coupling phases, the sign in (\ref{eq:dot}) and the two Wigner--Eckart phases:
\begin{align}
P&=(j_1-j_2+M)+(j_1'-j_2'+M)+q+(j_1-m_1)+(j_2-m_2)\nonumber\\
&=2j_1+j_1'-j_2'+M+q,
\label{eq:P}
\end{align}
where $m_1+m_2=M$ was used.

Now write the 6j symbol of (\ref{eq:main}) with definition (\ref{eq:sixj}). Its labels are $a=J$, $b=j_2$, $c=j_1$, $d=k$, $e=j_1'$, $f=j_2'$. Rename the summation variables as
\begin{equation}
m_a=M,\quad m_b=-m_2,\quad m_c=-m_1,\quad m_d=-q,\quad m_e=m_1',\quad m_f=-m_2'.
\end{equation}
Each variable still runs over its full range. The four 3j symbols in (\ref{eq:sixj}) become, in order,
\begin{align}
\begin{pmatrix}J&j_2&j_1\\-M&m_2&m_1\end{pmatrix}
&=(-1)^{J+j_1+j_2}\begin{pmatrix}j_1&j_2&J\\m_1&m_2&-M\end{pmatrix},\\
\begin{pmatrix}J&j_1'&j_2'\\M&-m_1'&-m_2'\end{pmatrix}
&=(-1)^{J+j_1'+j_2'}\begin{pmatrix}j_1'&j_2'&J\\m_1'&m_2'&-M\end{pmatrix},\\
\begin{pmatrix}k&j_2&j_2'\\-q&-m_2&m_2'\end{pmatrix}
&=(-1)^{k+j_2+j_2'}\begin{pmatrix}j_2&k&j_2'\\-m_2&-q&m_2'\end{pmatrix},\\
\begin{pmatrix}k&j_1'&j_1\\q&m_1'&-m_1\end{pmatrix}
&=\begin{pmatrix}j_1&k&j_1'\\-m_1&q&m_1'\end{pmatrix}.
\end{align}
The first and third lines exchange two columns. The second is a cyclic permutation with all projections reversed. The fourth is a cyclic permutation. These are the symbols of (\ref{eq:four}), so only the phases remain to be compared.

With the renamed variables and $m_1+m_2=M$,
\begin{align}
S&=J+j_1+j_2+k+j_1'+j_2'-(M-m_2-m_1-q+m_1'-m_2')\nonumber\\
&=J+j_1+j_2+k+j_1'+j_2'+q-m_1'+m_2'.
\end{align}
Adding the three exponents from the rearrangements gives the total exponent
\begin{equation}
Q=3J+2k+2j_1+3j_2+2j_1'+3j_2'+q-m_1'+m_2'.
\end{equation}
Insert $M=m_1'+m_2'$ in (\ref{eq:P}) and subtract:
\begin{align}
P-Q&=-3J-2k-3j_2-j_1'-4j_2'+2m_1'\nonumber\\
&=(j_1'+j_2+J)-4J-2k-4j_2-4j_2'-2(j_1'-m_1').
\end{align}
Every term after the bracket is an even integer, since $4j$ is even for integer and half-integer $j$ and $j_1'-m_1'$ is an integer. The bracket is an integer because $J+j_1+j_2$ is one and, for integer $k$, so is $j_1'-j_1$. Hence $(-1)^P=(-1)^{j_1'+j_2+J}(-1)^Q$ in every term. The prefactor does not depend on the projections and leaves the sum, and what remains is the 6j symbol. This proves (\ref{eq:main}). $\square$

\section{Remarks}

\paragraph{Remark 1: separation of geometry and dynamics.} All dependence on $J$ sits in the phase and the 6j symbol. The reduced elements are properties of the separate subsystems and are computed once for all $J$. The element vanishes unless $(j_1,k,j_1')$ and $(j_2,k,j_2')$ satisfy the triangle conditions.

\paragraph{Remark 2: the phase is not symmetric.} It contains $j_1'$ from the ket and $j_2$ from the bra. Using $j_1+j_2'$ instead multiplies the result by $(-1)^{(j_1'-j_1)-(j_2'-j_2)}$. This is harmless for diagonal elements and wrong when one of the two angular momenta changes by one and the other does not change.

As an example, let system 1 have $l=1$, $s=\tfrac12$ and system 2 have $l=1$, $s=1$, each coupled in the order $(ls)j$; reversing this order in system 1 multiplies each of its states by $(-1)^{l+s-j}$, so an element with $j_1-j_1'$ odd changes sign. Take $k=1$, $T_1=l_+$ of system 1 and $U_1=s_+$ of system 2. Since the standard component is $l_{+1}=-l_+/\sqrt2$, and similarly for $s$, this choice means $\mathbf T\cdot\mathbf U=2\,\mathbf l_1\cdot\mathbf s_2$. For $j_1=\tfrac12$, $j_1'=\tfrac32$, $j_2=j_2'=1$, $J=\tfrac12$ the exponent is $\tfrac32+1+\tfrac12=3$, and the product of the phase, the 6j symbol, $\langle\tfrac12\|T\|\tfrac32\rangle$ and $\langle1\|U\|1\rangle$ is
\begin{equation}
(-1)\times(-0.166667)\times1.632993\times(-1.732051)=-0.471405 .
\end{equation}
Direct evaluation with explicit matrices gives the same value. The other phase would reverse its sign.

\paragraph{Remark 3: low ranks.} For $k=0$ and unit operators the diagonal elements are 1 and all others vanish. For $k=1$, $\mathbf T=\mathbf j_1$, $\mathbf U=\mathbf j_2$, squaring $\mathbf J=\mathbf j_1+\mathbf j_2$ gives $\tfrac12[J(J+1)-j_1(j_1+1)-j_2(j_2+1)]$. Neighbouring levels $J$ and $J-1$ then differ by $J$ times the coupling constant, which is the Land\'e interval rule.

\paragraph{Remark 4: limits of validity.} The states in (\ref{eq:main}) are coupled from products of states of two separate subsystems and are not antisymmetrized. For identical electrons in different orbitals, antisymmetrized states also require an exchange element, in which the electrons are interchanged in the ket. An operator that acts on both subsystems within a single factor is not covered. A different normalization of reduced elements changes the factors in (\ref{eq:main}).

\section{Example: helium with both electrons in the \texorpdfstring{$n=2$}{n=2} shell}

Take hydrogenic orbitals with $Z=2$, a fixed point nucleus and no relativistic terms, and diagonalize $1/r_{12}$ among the even-parity states of the $n=2$ shell. The multipole expansion and the spherical-harmonic addition theorem put the angular factor of each term of the repulsion into the form required by the theorem:
\begin{equation}
\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\cos\omega),\qquad
P_k(\cos\omega)=\mathbf C^k(1)\cdot\mathbf C^k(2),
\end{equation}
with $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$ and $\omega$ the angle between the two position vectors. The radial factor $r_<^k/r_>^{k+1}$ depends on both electrons at once and is not of this form. It does not act on the angles, however, so for orbitals $R_{nl}(r)Y_{lm}$ the matrix element of each term is a radial integral $R^k$ times an angular coefficient, and (\ref{eq:main}) supplies the angular coefficient.

\paragraph{Symmetry.} Exchanging the first two columns in (\ref{eq:cg}) shows that a coupled $2p^2$ orbital state acquires $(-1)^L$ when the electrons are interchanged. Antisymmetry then requires singlets for $L=0,2$ and a triplet for $L=1$. Each orbital state already has definite symmetry, so no separate exchange element arises.

\paragraph{Reduced elements.} They follow from one integral each. For $k=2$,
\begin{equation}
\langle10|C^2_0|10\rangle=\tfrac32\int_{-1}^1x^2P_2(x)\,dx=\tfrac25
=-\sqrt{\tfrac2{15}}\;\langle1\|C^2\|1\rangle ,
\end{equation}
so $\langle1\|C^2\|1\rangle=-1.095445$, whose square is $\tfrac65$. For $k=1$, $\langle00|C^1_0|10\rangle=1/\sqrt3$ and the 3j symbol is $-1/\sqrt3$, so $\langle0\|C^1\|1\rangle=-1$.

\paragraph{Angular coefficients.} For $2p^2$ parity removes $k=1$, the triangle condition removes $k>2$, and $k=0$ has coefficient 1. For $k=2$ the phase is $(-1)^{2+L}$:
\begin{align}
f_2(S)&=+0.333333\times\tfrac65=0.4,\\
f_2(P)&=-0.166667\times\tfrac65=-0.2,\\
f_2(D)&=+0.033333\times\tfrac65=0.04.
\end{align}
Their sum weighted by $2L+1$ is $0.4-0.6+0.2=0$. This must be so, because it is the trace of $\mathbf C^2\cdot\mathbf C^2$ over all products, and each component of $\mathbf C^2$ has zero trace in the $p$ shell.

Between $2s^2$ and $2p^2$ with $L=0$ only $k=1$ satisfies the triangle conditions. The phase is $(-1)^{1+0+0}=-1$, and the coefficient is $-0.577350\times(-1)^2=-0.577350$.

\paragraph{Radial integrals.} In all four cases both electrons have the same radial pair density $\rho(r)=r^2R_aR_b$. The regions $r_1<r_2$ and $r_1>r_2$ then contribute equally:
\begin{equation}
R^k=2\int_0^\infty ds\,\rho(s)s^k\int_s^\infty dr\,\rho(r)r^{-k-1}.
\end{equation}
At $Z=1$, $\rho_{pp}=r^4e^{-r}/24$. For $k=2$ the inner integral is $(s+1)e^{-s}/24$, and
\begin{equation}
F^2(2p,2p)=\frac1{288}\int_0^\infty(s^7+s^6)e^{-2s}ds
=\frac1{288}\left(\frac{7!}{2^8}+\frac{6!}{2^7}\right)=\frac{45}{512}.
\end{equation}
The same steps with $\rho_{ss}=r^2(1-r/2)^2e^{-r}/2$ and $\rho_{sp}=r^3(1-r/2)e^{-r}/(4\sqrt3)$ give
\begin{align}
F^0(2p,2p)&=\frac1{288}\int_0^\infty(s^7+3s^6+6s^5+6s^4)e^{-2s}ds=\frac{93}{512},\\
F^0(2s,2s)&=\frac12\int_0^\infty\left(\frac{s^7-5s^6}{16}+\frac{5(s^5-s^4)}8+\frac{s^2}2\right)e^{-2s}ds=\frac{77}{512},\\
R^1(2s2s,2p2p)&=\frac1{24}\int_0^\infty\left(\frac{s^7}4-\frac{s^6}2\right)e^{-2s}ds=\frac{45}{512}.
\end{align}
Lengths scale as $1/Z$, so the integrals scale as $Z$. At $Z=2$ they are 0.363281 for $F^0(2p,2p)$, 0.300781 for $F^0(2s,2s)$, and 0.175781 for both $F^2$ and $R^1$, all in hartree.

\paragraph{Energies.} The zeroth-order energy is $2\times(-Z^2/8)=-1$ hartree, measured from the bare nucleus and two electrons at rest at infinity. The $2p^2$ repulsions, in hartree, are
\begin{align}
{}^1S:&\quad0.363281+0.4\times0.175781=0.4336,\\
{}^3P:&\quad0.363281-0.2\times0.175781=0.3281,\\
{}^1D:&\quad0.363281+0.04\times0.175781=0.3703.
\end{align}
The two ${}^1S$ configurations are degenerate at zeroth order and must be diagonalized together. Their coupling is $-0.577350\times0.175781=-0.1015$ hartree. With mean repulsion 0.3672 and half-difference 0.0664,
\begin{equation}
0.3672\mp\sqrt{0.0664^2+0.1015^2}=0.3672\mp0.1213\ \text{hartree}.
\end{equation}
The total energies of this model are
\begin{align}
E(\text{lower }{}^1S)&=-0.754\ \text{hartree}=-20.52\ \text{eV},\\
E({}^3P)&=-0.672\ \text{hartree}=-18.28\ \text{eV},\\
E({}^1D)&=-0.630\ \text{hartree}=-17.13\ \text{eV},\\
E(\text{upper }{}^1S)&=-0.512\ \text{hartree}=-13.92\ \text{eV}.
\end{align}
The coupling widens the ${}^1S$ splitting from 0.133 to 0.243 hartree, and the lower state contains 23\,\% of $2p^2$. The off-diagonal element, in which both $l$ values change, is smaller in magnitude than either diagonal element. It is larger than their half-difference, with which it competes under the square root, and this is why the mixing is substantial.

The model omits other shells and the continuum built on $1s$. The digits above are those of the model, not of helium. The repulsion is a quarter to a half of the zeroth-order energy, so the omitted states matter. A configuration-interaction expansion in He$^+$ orbitals and pseudostates up to $l=3$, with $1s$ projected out, gives about $-0.779$, $-0.710$, $-0.703$ and $-0.622$ hartree for the four states in the order listed, lower than the model by 0.025, 0.039, 0.073 and 0.110 hartree. The order of the four levels is kept, but the ${}^1S$ splitting falls from 0.243 to about 0.157 hartree and the $pp$ weight of the lower ${}^1S$ state rises from 23\,\% to about 28\,\%. The ${}^1S$ and ${}^1D$ states have the symmetry of $1s\,\varepsilon s$ and $1s\,\varepsilon d$ and can decay into that continuum, so in the full problem they are resonances, and the model energies are only rough first-order guides to their positions. The even ${}^3P$ state cannot decay into that continuum through the Coulomb repulsion: $L=1$ would require an outgoing $p$ electron, and $1s\,\varepsilon p$ has odd parity.

The numerical check tests (\ref{eq:main}) for ranks 1 to 3 against explicit operator matrices, and the energies against a diagonalization in the ten uncoupled products.

\section*{Numbers as computed}
\begin{verbatim}
GENERAL FORMULA, ranks k = 1, 2, 3
largest |direct - formula|: 5.2e-15
largest Wigner-Eckart deviation: 2.1e-15
largest 6j contraction deviation: 2.8e-17
nonzero elements with j1 or j2 changed: 376
largest error with phase j1+j2'+J instead: 12.5220
SAMPLE: k=1, T_1 = l+ of system 1, U_1 = s+ of system 2
system 1: l=1, s=1/2; system 2: l=1, s=1
j1=1/2, j1'=3/2, j2=j2'=1, J=M=1/2
  <j1||T||j1'> = 1.632993
  <j2||U||j2'> = -1.732051
  6j symbol = -0.166667
  phase = -1.000000
  formula = -0.471405
  direct = -0.471405
ANGULAR COEFFICIENTS (no unit)
<1||C2||1> = -1.095445
<0||C1||1> = -1.000000
2p2 L=0: phase +1, 6j 0.333333, f2 0.400000
2p2 L=1: phase -1, 6j 0.166667, f2 -0.200000
2p2 L=2: phase +1, 6j 0.033333, f2 0.040000
2s2-2p2 L=0: phase -1, 6j 0.577350, coefficient -0.577350
largest angular quadrature deviation: 5.1e-15
1/r12 multipole deviation at r</r>=0.3: 4.3e-14
RADIAL INTEGRALS: exact at Z=1, and at Z=2, in hartree
  F0(2s,2s) = 77/512 ; 0.300781
  F0(2p,2p) = 93/512 ; 0.363281
  F2(2p,2p) = 45/512 ; 0.175781
  R1(2s2s,2p2p) = 45/512 ; 0.175781
HELIUM n=2 SHELL, even parity
zeroth-order energy = -1.000000 hartree
2s2 1S diagonal repulsion = 0.300781 hartree
2p2 1S diagonal repulsion = 0.433594 hartree
2p2 3P diagonal repulsion = 0.328125 hartree
2p2 1D diagonal repulsion = 0.370312 hartree
2s2-2p2 1S coupling = -0.101487 hartree
E(lower 1S) = -0.754095 hartree = -20.5200 eV
E(3P) = -0.671875 hartree = -18.2827 eV
E(1D) = -0.629687 hartree = -17.1347 eV
E(upper 1S) = -0.511530 hartree = -13.9194 eV
2p2 weight in lower 1S = 0.2262
1D - 3P splitting = 0.042187 hartree = 1.1480 eV
1S splitting = 0.242565 hartree
1S splitting without coupling = 0.132812 hartree
uncoupled-basis energy deviation: 2.4e-15 hartree
\end{verbatim}
